# Equivalent defect parameters from one injection-dependent lifetime curve: a numerical check

```python
"""
Result under test: one Shockley-Read-Hall lifetime curve at one doping and
temperature has the form tau = A*(1 + b/(n0+p0+D)), so it fixes A and b only.
Every trial level with densities n1, p1 then has the equivalent capture ratio
    k = (n0 + b - p1)/(n1 - p0 - b), provided that k is positive.
Symbols: D excess density; n0, p0 equilibrium densities; ni intrinsic density;
tn, tp electron and hole capture times; k = tp/tn; A = tn + tp.
Densities are in cm^-3, energies in eV above the valence edge, times in s.
Silicon and defect parameters are rough typical values.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import brentq

GAP, NC300, NV300 = 1.12, 2.9e19, 2.7e19


def thermal(T):
    return boltzmann * T / charge


def level(E, T=300.0):
    scale = (T / 300.0)**1.5
    n1 = NC300 * scale * np.exp(-(GAP - E) / thermal(T))
    p1 = NV300 * scale * np.exp(-E / thermal(T))
    return n1, p1


def intrinsic(T=300.0):
    n1, p1 = level(GAP / 2, T)
    return np.sqrt(n1 * p1)


def energy_from_n1(n1, T=300.0):
    return GAP + thermal(T) * np.log(n1 / (NC300 * (T / 300.0)**1.5))


def occupancy(n, p, n1, p1, tn, tp):
    filling = n / tn + p1 / tp
    emptying = n1 / tn + p / tp
    return filling / (filling + emptying)


def balance_lifetime(D, n0, p0, n1, p1, tn, tp, Dp=None):
    """Lifetime from the net electron capture rate in steady state."""
    Dp = D if Dp is None else Dp
    n, p = n0 + D, p0 + Dp
    f = occupancy(n, p, n1, p1, tn, tp)
    return D / ((n * (1 - f) - n1 * f) / tn)


def closed_lifetime(D, n0, p0, n1, p1, tn, tp):
    return (tn * (p0 + p1 + D) + tp * (n0 + n1 + D)) / (n0 + p0 + D)


def curve_numbers(n0, p0, n1, p1, tn, tp):
    A = tn + tp
    return A, (tn * (p1 - n0) + tp * (n1 - p0)) / A


def family_ratio(n0, p0, b, n1, p1):
    return (n0 + b - p1) / (n1 - p0 - b)


def is_allowed(n0, p0, b, n1, p1):
    alpha, gamma = p0 + b, n0 + b
    return (p1 > gamma and n1 < alpha) or (p1 < gamma and n1 > alpha)


def solve_times(D, tau, n0, p0, n1, p1):
    """Least-squares capture times for a trial level, signs left free."""
    N = n0 + p0 + D
    M = np.column_stack([(p0 + p1 + D) / N, (n0 + n1 + D) / N]) / tau[:, None]
    size = np.linalg.norm(M, axis=0)
    x = np.linalg.lstsq(M / size, np.ones(len(D)), rcond=None)[0]
    return x / size


def scan_windows(D, tau, n0, p0, b, levels):
    ratios = []
    for n1, p1 in levels:
        tn, tp = solve_times(D, tau, n0, p0, n1, p1)
        physical = tn > 0 and tp > 0
        assert physical == is_allowed(n0, p0, b, n1, p1)
        if physical:
            k = family_ratio(n0, p0, b, n1, p1)
            assert abs(tp / tn / k - 1) < 1e-5
        ratios.append(tp / tn if physical else np.nan)
    return np.array(ratios)


# Interstitial-iron regime in boron-doped silicon
T, p0, Et, Nt = 300.0, 1e16, 0.38, 3e12
sig_n, sig_p, v_n, v_p = 4e-14, 7e-17, 2.0e7, 1.6e7
ni = intrinsic(T)
n0 = ni**2 / p0
n1, p1 = level(Et)
tn, tp = 1 / (Nt * sig_n * v_n), 1 / (Nt * sig_p * v_p)
k_true = tp / tn
D = np.geomspace(1e14, 1e16, 41)
tau = balance_lifetime(D, n0, p0, n1, p1, tn, tp)
assert np.allclose(tau, closed_lifetime(D, n0, p0, n1, p1, tn, tp), rtol=1e-8)

# The curve is a straight line in 1/N, with two coefficients
A, b = curve_numbers(n0, p0, n1, p1, tn, tp)
slope, intercept = np.polyfit(p0 / (n0 + p0 + D), tau / A, 1)
assert abs(intercept - 1) < 1e-7 and abs(slope * p0 / b - 1) < 1e-7

# Signs and ratios of the independently solved capture times across the gap
E_grid = np.linspace(0.0013, GAP - 0.0017, 500)
k_scan = scan_windows(D, tau, n0, p0, b, [level(E) for E in E_grid])
E_max = energy_from_n1(p0 + b)
k_min = ((ni + np.sqrt(-b * (n0 + p0 + b))) / (p0 + b))**2
assert abs(np.nanmin(k_scan) / k_min - 1) < 1e-4
E_least = E_grid[np.nanargmin(k_scan)]
tau_low = closed_lifetime(0.0, n0, p0, n1, p1, tn, tp)
assert abs((A / tau_low - 1) / k_min - 1) < 0.01

# Equivalent defects, including the partner with the same capture ratio
E_pair = energy_from_n1(ni**2 / (k_true * n1))
energies = [0.15, 0.20, 0.30, Et, E_pair, 0.70, 0.73]
p_low, T_hot = 1e15, 400.0
ni_hot = intrinsic(T_hot)
rows, worst = [], 0.0
for E in energies:
    a1, c1 = level(E)
    k = family_ratio(n0, p0, b, a1, c1)
    un, up = A / (1 + k), A * k / (1 + k)
    other = balance_lifetime(D, n0, p0, a1, c1, un, up)
    worst = max(worst, np.max(np.abs(other / tau - 1)))
    second = closed_lifetime(0.0, ni**2 / p_low, p_low, a1, c1, un, up)
    h1, g1 = level(E, T_hot)
    hot = closed_lifetime(0.0, ni_hot**2 / p0, p0, h1, g1, un, up)
    rows.append((E, k, k * v_p / v_n, un, up, second, hot))
assert worst < 1e-7
assert abs(rows[4][1] / k_true - 1) < 1e-8
assert abs(rows[1][5] / rows[3][5] - 1) > 0.5
assert abs(rows[4][6] / rows[3][6] - 1) > 0.05

# The partner remains hidden at every doping, p-type and n-type alike
q1, r1 = level(E_pair)
for hole_density in [1e13, 1e15, 1e17, ni**2 / 1e15, ni**2 / 1e17]:
    electron_density = ni**2 / hole_density
    one = balance_lifetime(D, electron_density, hole_density, n1, p1, tn, tp)
    two = balance_lifetime(D, electron_density, hole_density, q1, r1, tn, tp)
    assert np.allclose(one, two, rtol=1e-7)

# A capture ratio free to vary with temperature restores the ambiguity
n0_hot = ni_hot**2 / p0
h1, g1 = level(Et, T_hot)
A_hot, b_hot = curve_numbers(n0_hot, p0, h1, g1, tn, tp)
x1, y1 = level(E_pair, T_hot)
k_hot = family_ratio(n0_hot, p0, b_hot, x1, y1)
assert k_hot > 0
hot_true = balance_lifetime(D, n0_hot, p0, h1, g1, tn, tp)
hot_pair = balance_lifetime(D, n0_hot, p0, x1, y1,
                            A_hot / (1 + k_hot), A_hot * k_hot / (1 + k_hot))
assert np.allclose(hot_true, hot_pair, rtol=1e-7)

# Falling lifetime curve: round model parameters
pf, Ef, tf = 1e15, 0.20, 10e-6
nf = ni**2 / pf
f1, s1 = level(Ef)
Af, bf = curve_numbers(nf, pf, f1, s1, tf, tf)
tau_f = balance_lifetime(D, nf, pf, f1, s1, tf, tf)
assert bf > 0 and np.all(np.diff(tau_f) < 0)
scan_windows(D, tau_f, nf, pf, bf, [level(E) for E in E_grid])
edge_low = energy_from_n1(ni**2 / (nf + bf))
edge_high = energy_from_n1(pf + bf)
E_mirror = energy_from_n1(ni**2 / f1)
falling = []
for E in [0.10, Ef, E_mirror, 1.00]:
    a1, c1 = level(E)
    k = family_ratio(nf, pf, bf, a1, c1)
    test = balance_lifetime(D, nf, pf, a1, c1, Af / (1 + k), Af * k / (1 + k))
    assert np.allclose(test, tau_f, rtol=1e-7)
    falling.append((E, k))

# Near-intrinsic and n-type cases in units of the intrinsic density
Dg = np.geomspace(0.01, 1000, 61)
x = np.exp(np.linspace(-7.003, 7.001, 3001))
for ng, pg, bg in [(0.5, 2.0, -0.2), (100.0, 0.01, -50.0), (100.0, 0.01, 30.0)]:
    target = 1 + bg / (ng + pg + Dg)
    found = scan_windows(Dg, target, ng, pg, bg, [(v, 1 / v) for v in x])
    if pg == 2.0:
        root = np.sqrt(-bg * (ng + pg + bg))
        least = ((1 + root) / (pg + bg))**2
        greatest = ((1 - root) / (pg + bg))**2
        assert abs(np.nanmin(found[x < pg + bg]) / least - 1) < 1e-4
        assert abs(np.nanmax(found[x > 1 / (ng + bg)]) / greatest - 1) < 1e-4

# Both kinds of flat curve
for v, ratio in [(2.0, 0.1), (2.0, 30.0), (0.3, 0.5 / 0.3), (9.0, 0.5 / 9.0)]:
    flat = balance_lifetime(Dg, 0.5, 2.0, v, 1 / v, 1.0, ratio)
    assert np.allclose(flat, 1 + ratio, rtol=1e-8)


# Sizes of effects outside the model
def with_trapped_charge(d, a1, c1, un, up):
    f_dark = n0 / (n0 + a1)

    def neutrality(dp):
        f = occupancy(n0 + d, p0 + dp, a1, c1, un, up)
        return dp - d - Nt * (f - f_dark)
    dp = brentq(neutrality, d - 1.01 * Nt, d + 1.01 * Nt, rtol=1e-13)
    return abs(dp / d - 1), balance_lifetime(d, n0, p0, a1, c1, un, up, dp)


charge_error, life_error = 0.0, 0.0
for E, k, _, un, up, _, _ in rows:
    a1, c1 = level(E)
    for d, reference in zip(D, tau):
        imbalance, changed = with_trapped_charge(d, a1, c1, un, up)
        charge_error = max(charge_error, imbalance)
        life_error = max(life_error, abs(changed / reference - 1))
C_auger, B_rad = 1e-30, 5e-15
n_top, p_top = n0 + D[-1], p0 + D[-1]
auger_part = C_auger * p_top * (n_top + p_top) * tau[-1]
rad_part = B_rad * p_top * tau[-1]
E_boron = 0.045
neutral_ratio = 4 * p0 / NV300 * np.exp(E_boron / thermal(T))
neutral_part = neutral_ratio / (1 + neutral_ratio)
boltz_error = p0 / (2**1.5 * NV300)

print(f"Silicon (rough): gap {GAP:.2f} eV, T {T:.0f} K, kT {thermal(T):.5f} eV")
print(f"Nc {NC300:.2e}, Nv {NV300:.2e}, ni {ni:.3e} cm^-3")
print(f"Rising example: p0 {p0:.1e}, n0 {n0:.3e}, Nt {Nt:.1e} cm^-3")
print(f"Level Ev+{Et:.2f} eV: n1 {n1:.3e}, p1 {p1:.3e} cm^-3")
print(f"sigma_n {sig_n:.1e}, sigma_p {sig_p:.1e} cm^2")
print(f"v_n {v_n:.1e}, v_p {v_p:.1e} cm/s")
print(f"tn {tn*1e6:.4f} us, tp {tp*1e6:.2f} us, k {k_true:.2f}")
print(f"A {A*1e6:.3f} us, b {b:.6e} cm^-3")
print(f"alpha {p0+b:.4e}, gamma {n0+b:.4e} cm^-3")
print(f"Low-injection lifetime {tau_low*1e6:.4f} us")
for i in [0, 20, 40]:
    print(f"D {D[i]:.1e} cm^-3: lifetime {tau[i]*1e6:.3f} us")
print(f"Highest allowed level Ev+{E_max:.4f} eV")
print(f"Least k {k_min:.3f}, near Ev+{E_least:.2f} eV")
print(f"High/low lifetime ratio minus one {A/tau_low-1:.3f}")
print(f"Partner level Ev+{E_pair:.4f} eV")
print("Equivalent defects: last two columns are low-injection lifetimes")
print(f"at p0={p_low:.0e} cm^-3, 300 K, and p0={p0:.0e} cm^-3, {T_hot:.0f} K")
print("E(eV)  k  sigma_n/sigma_p  tn(us)  tp(us)  tau_doping(us)  tau_hot(us)")
for E, k, s, un, up, second, hot in rows:
    print(f"{E:.4f} {k:.2f} {s:.2f} {un*1e6:.4f} {up*1e6:.3f} "
          f"{second*1e6:.4f} {hot*1e6:.4f}")
print(f"Largest relative difference of the 300 K curves {worst:.1e}")
print(f"Partner k needed to fit true curve at {T_hot:.0f} K: {k_hot:.2f}")
print(f"Falling model: p0 {pf:.1e} cm^-3, Ev+{Ef:.2f} eV, tn=tp={tf*1e6:.1f} us")
print(f"Falling model: A {Af*1e6:.2f} us, b {bf:.4e} cm^-3")
print(f"Falling lifetime at D=1e14 and 1e16 cm^-3: "
      f"{tau_f[0]*1e6:.2f}, {tau_f[-1]*1e6:.2f} us")
print(f"Allowed below Ev+{edge_low:.4f} eV or above Ev+{edge_high:.4f} eV")
for E, k in falling:
    print(f"Falling family: Ev+{E:.4f} eV, k {k:.5g}")
print(f"Neglected trapped charge / excess density: {100*charge_error:.2f} %")
print(f"Largest lifetime change from trapped charge: {100*life_error:.3f} %")
print(f"Rough coefficients: Auger {C_auger:.0e} cm^6/s, "
      f"radiative {B_rad:.0e} cm^3/s")
print(f"Auger / defect rate at D=1e16 cm^-3: {100*auger_part:.2f} %")
print(f"Radiative / defect rate at D=1e16 cm^-3: {100*rad_part:.2f} %")
print(f"Neutral boron, level {E_boron*1000:.0f} meV: {100*neutral_part:.2f} %")
print(f"Leading Boltzmann-statistics error: {100*boltz_error:.4f} %")
print("PASS")
```

Printed output:

```
Silicon (rough): gap 1.12 eV, T 300 K, kT 0.02585 eV
Nc 2.90e+19, Nv 2.70e+19, ni 1.095e+10 cm^-3
Rising example: p0 1.0e+16, n0 1.198e+04, Nt 3.0e+12 cm^-3
Level Ev+0.38 eV: n1 1.074e+07, p1 1.116e+13 cm^-3
sigma_n 4.0e-14, sigma_p 7.0e-17 cm^2
v_n 2.0e+07, v_p 1.6e+07 cm/s
tn 0.4167 us, tp 297.62 us, k 714.29
A 298.036 us, b -9.986004e+15 cm^-3
alpha 1.3996e+13, gamma -9.9860e+15 cm^-3
Low-injection lifetime 0.4171 us
D 1.0e+14 cm^-3: lifetime 3.364 us
D 1.0e+15 cm^-3: lifetime 27.473 us
D 1.0e+16 cm^-3: lifetime 149.226 us
Highest allowed level Ev+0.7440 eV
Least k 713.530, near Ev+0.47 eV
High/low lifetime ratio minus one 713.488
Partner level Ev+0.5683 eV
Equivalent defects: last two columns are low-injection lifetimes
at p0=1e+15 cm^-3, 300 K, and p0=1e+16 cm^-3, 400 K
E(eV)  k  sigma_n/sigma_p  tn(us)  tp(us)  tau_doping(us)  tau_hot(us)
0.1500 6540.82 5232.65 0.0456 297.990 3.7613 2.4858
0.2000 1555.86 1244.69 0.1914 297.844 2.4484 2.5953
0.3000 731.09 584.87 0.4071 297.629 0.5074 0.6882
0.3800 714.29 571.43 0.4167 297.619 0.4213 0.4456
0.5683 714.29 571.43 0.4167 297.619 0.4213 0.5654
0.7000 872.52 698.01 0.3412 297.695 1.1006 7.1303
0.7300 1705.59 1364.47 0.1746 297.861 2.5996 16.3941
Largest relative difference of the 300 K curves 2.1e-13
Partner k needed to fit true curve at 400 K: 1003.19
Falling model: p0 1.0e+15 cm^-3, Ev+0.20 eV, tn=tp=10.0 us
Falling model: A 20.00 us, b 5.3950e+15 cm^-3
Falling lifetime at D=1e14 and 1e16 cm^-3: 118.09, 29.81 us
Allowed below Ev+0.2202 eV or above Ev+0.9023 eV
Falling family: Ev+0.1000 eV, k 87.383
Falling family: Ev+0.2000 eV, k 1
Falling family: Ev+0.9182 eV, k 1
Falling family: Ev+1.0000 eV, k 0.019749
Neglected trapped charge / excess density: 2.63 %
Largest lifetime change from trapped charge: 0.027 %
Rough coefficients: Auger 1e-30 cm^6/s, radiative 5e-15 cm^3/s
Auger / defect rate at D=1e16 cm^-3: 8.95 %
Radiative / defect rate at D=1e16 cm^-3: 1.49 %
Neutral boron, level 45 meV: 0.84 %
Leading Boltzmann-statistics error: 0.0131 %
PASS
```
